# Removing spurious in-gap states from eight-band models by rescaling E_P

## Result

Let $A$ be the remote coefficient in the conduction diagonal $E_g+Ak^2/2$ of an eight-band model. If the remote valence block bends downward, then

- $A<0$ puts a propagating state at every energy in the gap, in every direction, provided the downward bending is strict;
- $A\ge 0$ leaves the gap empty at all real $k$.

The sign of $A$ is a diagnosis only with that condition on the valence block. Foreman's cure is to give up the original coupling energy $E_P$ and use

$$E_P^F=\frac{1}{m_c}\,\frac{E_g(E_g+\Delta)}{E_g+2\Delta/3},\qquad(1)$$

which makes $A=0$ at unchanged conduction mass $m_c$. The valence parameters must be recomputed with the new $E_P$ and their signs checked. The heavy- and light-hole masses then also stay fixed; the split-off mass does not.

## Model and conventions

Hartree atomic units are used, so masses are in units of the electron mass. The valence edge is at zero, $E_g$ is the gap, $\Delta>0$ the spin-orbit splitting, and $E_P=2P^2$. The crystal is an unstrained zinc-blende semiconductor, without inversion-asymmetry terms. The basis is $s$, $X$, $Y$, $Z$, each with two spins:

$$H(\mathbf k)=\begin{pmatrix}E_g+\tfrac12Ak^2 & iP\mathbf k\\ -iP\mathbf k^{T} & -\tfrac12W(\mathbf k)+H_{so}\end{pmatrix}.$$

Spin unit matrices are understood. $H_{so}$ has eigenvalues $0$ (four times) and $-\Delta$ (twice). The remote valence terms are

$$W_{ii}=L'k_i^2+M'(k^2-k_i^2),\qquad W_{ij}=N'k_ik_j\ (i\ne j),$$

$$L'=\gamma_1'+4\gamma_2',\quad M'=\gamma_1'-2\gamma_2',\quad N'=6\gamma_3'.$$

Primed parameters exclude the coupling to the $s$ band, which the matrix treats explicitly. Unprimed $\gamma_i$ are the full Luttinger parameters, which fix the heavy- and light-hole masses. "Valence block bends downward" means $W(\mathbf k)\ge0$ for all $\mathbf k$; the bending is strict if $W(\mathbf k)$ is positive definite for all $\mathbf k\ne0$.

## Mass-preserving parameters

Take $\mathbf k$ along $z$. The orbital $Z\uparrow$ mixes through spin-orbit coupling with one spin-down combination $T$ of $X$ and $Y$. In the pair $(Z,T)$, with suitable phases,

$$H_{so}=-\frac{\Delta}{3}\begin{pmatrix}1&\sqrt2\\ \sqrt2&2\end{pmatrix}=-\Delta\,vv^T,\qquad v=\frac{1}{\sqrt3}\begin{pmatrix}1\\ \sqrt2\end{pmatrix}.$$

Thus $Z$ has weight $1/3$ in the split-off state and $2/3$ in the state at zero energy. Second-order perturbation theory for the conduction edge gives

$$E_c=E_g+\frac{Ak^2}{2}+P^2k^2\left[\frac{2/3}{E_g}+\frac{1/3}{E_g+\Delta}\right].$$

Set this equal to $E_g+k^2/(2m_c)$, multiply by $2/k^2$ and use $2P^2=E_P$:

$$\frac1{m_c}=A+E_PS,\qquad S=\frac{2(E_g+\Delta)+E_g}{3E_g(E_g+\Delta)}=\frac{E_g+2\Delta/3}{E_g(E_g+\Delta)}.\qquad(2)$$

At fixed $m_c$, $A$ falls linearly as $E_P$ rises. Setting $A=0$ gives (1), so $E_P^F$ is the largest coupling energy with $A\ge0$.

For the upper valence edge, the $s$ band at $E_g$ adds $-P^2k_ik_j/E_g=-\tfrac12(E_P/E_g)k_ik_j$ to the orbital matrix. The full constants are therefore $L=L'+E_P/E_g$, $M=M'$ and $N=N'+E_P/E_g$. Since $\gamma_1=(L+2M)/3$, $\gamma_2=(L-M)/6$ and $\gamma_3=N/6$,

$$\gamma_1'=\gamma_1-\frac{E_P}{3E_g},\qquad \gamma_{2,3}'=\gamma_{2,3}-\frac{E_P}{6E_g}.\qquad(3)$$

Recomputing (3) after each change of $E_P$ keeps the heavy- and light-hole masses. The split-off band sees the $s$ band at distance $E_g+\Delta$, with weight $1/3$, so (3) does not compensate it fully:

$$\frac1{m_{so}}=\gamma_1'+\frac{E_P}{3(E_g+\Delta)}=\gamma_1-\frac{E_P\Delta}{3E_g(E_g+\Delta)}.$$

This mass depends on $E_P$.

## Why the signs decide

**Empty gap.** Let $A\ge0$ and $W\ge0$. Every normalized vector in the two-dimensional conduction subspace has $\langle H\rangle\ge E_g$, so by the min-max principle at least two eigenvalues are $\ge E_g$. Every normalized vector in the six-dimensional valence subspace has $\langle H\rangle\le0$, because $-W/2$ and $H_{so}$ are both non-positive; hence at least six eigenvalues are $\le0$. That accounts for all eight. The size of $P$ is irrelevant: coupling between the blocks pushes levels apart.

**Filled gap.** Let $A<0$, and let $W$ be positive definite in the chosen direction. At $k=0$ two levels lie above any gap energy $E$. At large $k$ the coupling grows as $k$ and the diagonal blocks as $k^2$, so $H/k^2$ tends to a matrix with blocks $A/2$ and $-W/(2k^2)$, all of whose eigenvalues are negative. No level then remains above $E$. Eigenvalues are continuous in $k$, so levels must cross $E$ at some real $k$.

These states are artifacts: the $k^2$ expansion is being used where it no longer describes the crystal.

## Testing the valence block

$W\ge0$ can be decided without scanning directions. For a real vector $u$, put $a_i=u_ik_i$:

$$u^TWu=L'\sum_i a_i^2+M'\sum_{i\ne j}u_i^2k_j^2+2N'\sum_{i<j}a_ia_j .$$

Four choices give necessary conditions. Along [001] the eigenvalues of $W/k^2$ include $L'$ and $M'$. Along [111] with $u\parallel\mathbf k$ the value is $(L'+2M'+2N')/3$. Along [110] with $u\parallel[1\bar10]$ it is $(L'+M'-N')/2$. In Luttinger form,

$$\gamma_1'+4\gamma_2'\ge0,\quad \gamma_1'+4\gamma_3'\ge0,\quad \gamma_1'-2\gamma_2'\ge0,\quad \gamma_1'+\gamma_2'-3\gamma_3'\ge0.\qquad(4)$$

They are also sufficient. Since $M'\ge0$ and $u_i^2k_j^2+u_j^2k_i^2\ge2|a_ia_j|$, the form is at least

$$F=L'\sum_i a_i^2+2\sum_{i<j}\left(N'a_ia_j+M'|a_ia_j|\right).$$

*All $a_i$ of one sign.* Each pair has coefficient $M'+N'$. If this is non-negative, $F\ge0$. If it is negative, $\sum_{i<j}a_ia_j\le\sum_i a_i^2$ gives $F\ge(L'+2M'+2N')\sum_i a_i^2\ge0$.

*One sign different.* Let $x$ be the modulus of that component, $y,z$ the other two moduli, and $s=y+z$. Then

$$F=L'(x^2+y^2+z^2)+2(M'-N')xs+2(M'+N')yz.$$

- If $N'\le M'$, the middle term is non-negative. The last can be negative only if $M'+N'<0$; then $2yz\le y^2+z^2$ leaves the factor $L'+M'+N'\ge L'/2\ge0$ on $y^2+z^2$.
- If $N'>M'$, put $d=N'-M'$. The [110] condition says $d\le L'$. Writing $y^2+z^2=s^2-2yz$,
$$F=L'x^2-2dxs+L's^2+2(M'+N'-L')yz.$$
If the last bracket is non-negative, $F\ge d(x-s)^2\ge0$. Otherwise $yz\le s^2/4$ makes the coefficient of $s^2$ at least $(L'+M'+N')/2$. This exceeds $M'+N'\ge d$, and again $F\ge d(x-s)^2$.

By (3), the last two combinations in (4) do not depend on $E_P$: they equal $\gamma_1-2\gamma_2$ and $\gamma_1+\gamma_2-3\gamma_3$. The first two set a ceiling:

$$E_P\le E_P^v=E_g\left[\gamma_1+4\min(\gamma_2,\gamma_3)\right].\qquad(5)$$

If the two invariants are non-negative, any positive $E_P\le\min(E_P^F,E_P^v)$ gives an empty gap with the three masses kept. If $E_P^F$ exceeds the ceiling and the ceiling is positive, $E_P^v$ is a choice with $W\ge0$ and $A>0$. If the ceiling is not positive, no positive coupling gives $W\ge0$.

The ceiling is sufficient, not necessary. At $A=0$ exactly, eliminate the $s$ block at a gap energy $E$: the valence matrix becomes $-\tfrac12W-P^2\mathbf k^T\mathbf k/(E_g-E)+H_{so}-E$. Since $E_g-E<E_g$, this is at most $-\tfrac12W_{\rm full}+H_{so}-E$, where $W_{\rm full}=W+(E_P/E_g)\mathbf k^T\mathbf k$ is built from $L,M,N$. It is negative definite if the unprimed $\gamma_i$ satisfy (4), so $E_P^F$ then leaves the bulk gap empty even above the ceiling, with $L'<0$. That choice is fragile: for $M'>0$ and $L'<0$, any $A>0$ brings back a real root, as shown below.

## Where the spurious root goes

Along [001], with $q=k^2$, one spin block is $(s,Z,T)$. A phase change makes its coupling real, and expanding the determinant along the first row gives

$$D(q)=c\left(zt-\tfrac{2\Delta^2}{9}\right)+\tfrac12E_Pq\,t,\qquad(6)$$

$$c=E_g-E+\tfrac12Aq,\quad z=E+\tfrac{\Delta}{3}+\tfrac12L'q,\quad t=E+\tfrac{2\Delta}{3}+\tfrac12M'q.$$

At $q=0$, $D=(E_g-E)E(E+\Delta)>0$ in the gap. The leading term is $AL'M'q^3/8$.

For $L',M'>0$ and small negative $A$ the spurious root is large. Then $z\approx L'q/2$, $t\approx M'q/2$ and the $\Delta^2$ term is negligible, so

$$D\approx\frac{M'q}{2}\cdot\frac q2\left[\left(E_g-E+\tfrac12Aq\right)L'+E_P\right]=0,$$

$$k_s^2\approx\frac{2}{|A|}\left(E_g-E+\frac{E_P}{L'}\right).\qquad(7)$$

As $A\to0^-$ the root moves to infinity. At $A=0$ the cubic becomes a quadratic and the root is gone. For small $A>0$ the same balance gives $k=\pm i\kappa$ with $\kappa^2=(2/A)(E_g-E+E_P/L')$: a rapidly decaying solution instead of a propagating one.

With $A=0$ the bracket also gives the large-$k$ limit of the conduction band along [001] (other directions have other limits),

$$E_\infty=E_g+E_P/L'.\qquad(8)$$

The band levels off. This is harmless for the gap, but it is no description of the crystal at large $k$.

**Other signs, with $M'>0$.** If $A>0$ and $L'<0$, $D$ starts positive and ends negative, so every gap energy has a real root although $A$ has the "good" sign. If both are negative, $D$ is positive at both ends and signs alone decide nothing. For $\Delta=0$, (6) divided by $t$ is

$$(E_g-E)E+\frac q2\left[E_P-(E_g-E)|L'|-E|A|\right]+\frac{|A||L'|q^2}{4},$$

which has no positive root if $E_P\ge E_g\max(|A|,|L'|)$. Strong coupling can thus keep the [001] gap open with both signs wrong. A negative $A$ is then no proof of in-gap states, and their absence is no proof that the parameters are sound.

## Algorithm

```
input Eg, Delta, m_c, gamma1..3, E_P      (per material)
S   = (Eg + 2 Delta/3) / (Eg (Eg + Delta))
if gamma1 - 2 gamma2 < 0 or gamma1 + gamma2 - 3 gamma3 < 0:
    stop: no choice of E_P repairs the valence block
E_F = 1 / (m_c S)
E_v = Eg (gamma1 + 4 min(gamma2, gamma3))
if min(E_F, E_v) <= 0: stop: no admissible coupling
if E_P > min(E_F, E_v): E_P = min(E_F, E_v)
A   = 1/m_c - E_P S        (store 0 if E_P = E_F)
gamma1'   = gamma1   - E_P / (3 Eg)
gamma2,3' = gamma2,3 - E_P / (6 Eg)
return E_P, A, gamma'
```

The algorithm enforces both $A\ge0$ and $W\ge0$; when $E_F>E_v$, the choice $E_P=E_F$ with $A$ exactly zero is an alternative for the bulk. The cost is a fixed handful of operations per material. The Hamiltonian keeps its size; dense diagonalization with $n$ basis functions per band still scales as $(8n)^3$.

## Worked example

Take round model parameters $E_g=0.05$, $\Delta=0.01$, $E_P=0.9$ (all in hartree), $m_c=0.07$, $\gamma=(8,3,3.5)$ and a lattice constant of 10 bohr.

**Diagnosis.** From (2), $S=0.056667/0.003=18.889$ per hartree, so $E_PS=17.000$, while $1/m_c=14.286$. Hence $A=-2.714$: the explicit coupling makes the electron too light, and a negative remote term compensates. With $E_P/E_g=18$, (3) gives $\gamma'=(2,0,0.5)$ and $L'=M'=2$. The invariants are $8-6=2$ and $8+3-10.5=0.5$. All four combinations in (4) are positive. They stay non-negative if a small positive constant is subtracted from both $L'$ and $M'$, which subtracts that constant times $k^2$ from $W$, so $W$ is positive definite. The downward bending is strict, and $A<0$ does prove in-gap states.

Along [001] the false band enters the gap at $k=0.528$ and leaves it at $0.605$ bohr$^{-1}$, inside the zone boundary $2\pi/a=0.628$ bohr$^{-1}$. At midgap (7) gives $\sqrt{(2/2.714)(0.025+0.45)}=0.592$ against the root $0.569$ bohr$^{-1}$, 4% too large. With $E_P$ only 0.1% above $E_P^F$, $A=-0.0143$ and the root lies at $5.030$ bohr$^{-1}$; (7) gives $5.031$.

**Cure.** $E_P^F=14.286/18.889=0.7563$ hartree (20.58 eV), 84% of the original value and below the ceiling $0.05(8+12)=1.0$ hartree. Now $\gamma'=(2.958,0.479,0.979)$ and $L'=4.874$. Diagonalization near $k=0$ gives these masses along [001]:

| | $m_c$ | heavy | light | split-off |
|---|---|---|---|---|
| original | 0.0700 | 0.5000 | 0.0714 | 0.1429 |
| rescaled | 0.0700 | 0.5000 | 0.0714 | 0.1397 |

The split-off mass falls by 2%. In tests over 60 directions, with $k$ up to 50 bohr$^{-1}$, the rescaled model had no level in the gap at any sampled point.

**Dispersion.** Conduction energies along [001] in hartree, $k$ in bohr$^{-1}$:

| $k$ | original | rescaled |
|---|---|---|
| 0.05 | 0.0630 | 0.0631 |
| 0.10 | 0.0832 | 0.0839 |
| 0.30 | 0.1188 | 0.1431 |
| 0.57 | 0.0241 | 0.1765 |

At $k=0.10$ the difference is about 2% of the energy above the band edge. At $0.30$ the models disagree strongly, and agreement at the edge gives no reason to trust either. The rescaled band tends to $0.05+0.7563/4.874=0.205$ hartree, as (8) requires.

**Other sign cases.** With $E_P=0.7$ hartree and $\gamma=(8,1,1)$, $A=1.06$ but $L'=-2$: all 25 sampled gap energies have a real root along [001]. With $E_P=0.9$ hartree and $\gamma=(8,2,2)$, $A=-2.71$ and $L'=-2$: none has. The $\Delta=0$ criterion agrees, since $0.9$ far exceeds $0.05\times2.71=0.14$ hartree.

## Heterostructures and basis size

The min-max argument carries over to layers for energies above every valence edge and below every conduction edge, provided the conduction kinetic operator stays non-negative and the valence one non-positive. For uniform kinetic coefficients this follows from $A\ge0$ and $W(\mathbf k)\ge0$. If they vary in space, operator ordering matters, and (4) in each layer is not by itself a proof for general in-plane motion. Restriction to a finite orthonormal basis preserves the argument if each basis function belongs either to the $s$ band or to the valence block, because the signs of both blocks are then preserved.

The example is a periodic well along [001] with period 200 bohr, half of it barrier. The barrier raises the conduction edge by 0.01 and lowers the valence edge by 0.005 hartree; the kinetic parameters and $P$ are uniform. In-gap states in one spin block, using plane waves:

| largest $k$ (bohr$^{-1}$) | original | rescaled |
|---|---|---|
| 0.314 | 0 | 0 |
| 0.942 | 6 | 0 |

The coarse basis stops short of the false band and hides the fault. The fine basis reaches it. The wavevectors $2\pi n/200$ with $n=\pm17,\pm18,\pm19$ fall in the bulk window $0.528$–$0.605$ bohr$^{-1}$, which matches the count of six.

The lowest electron level lies $0.00257$ hartree above $E_g$ in the original model and $0.00256$ in the rescaled one, both in the coarse basis: a difference of 0.5% of the confinement energy. This difference is not converged: larger bases lower the rescaled level by 0.2%, to $0.002554$, and raise the corresponding long-wave level of the original model to $0.002574$ hartree, so the converged difference is about 0.8%.

## Stability and failure modes

**Singular kinetic matrix.** At $A=0$ the $k^2$ coefficient matrix has two zero rows. Complex-band or transfer-matrix codes that invert it fail; a generalized eigenvalue problem avoids the inversion. The $s$ envelope has no second derivative left, so it must not be given a boundary condition belonging to one. At $E_P=E_P^v$ the matrix is singular too: along [001] if $\gamma_2\le\gamma_3$, where $L'=0$, and along [111] if $\gamma_3\le\gamma_2$.

**Crowding at the plateau.** Refining the basis adds states near $E_\infty$. Eigenvalue searches there meet a dense cluster without physical meaning.

**Central differences.** On a grid of spacing $h$ a central first derivative replaces $k$ by $\sin(kh)/h$, which vanishes at $kh=\pi$. With $A=0$ the $s$ band then returns to $E_g$ at the grid's shortest wavelength. The gap stays empty, but false short-wave states appear close to the conduction edge, and in a well they can lie below the first true electron level. In one dimension, placing $s$ and $p$ envelopes on interleaved points gives $2\sin(kh/2)/h$, which does not vanish there. This follows from the discrete dispersion and was not tested numerically.

**Several materials.** Equation (1) depends on the gap, so with $A=0$ in every layer a common $E_P$ cannot in general keep all the conduction masses. In the well above, where the remote parameters are uniform too, the barrier's conduction, light-hole and split-off masses change on rescaling; its heavy-hole mass along [001] does not. A common $E_P$ within the limits of every layer does keep the conduction, heavy-hole and light-hole masses if $A$ and $\gamma'$ are recomputed in each layer, but these kinetic coefficients then vary in space. Fitting each layer separately makes $P$ vary in space, and the coupling must then be ordered so that $H$ stays Hermitian.

**Changed matrix elements.** $P^2$ falls by 16% in the example, and so do interband strengths computed from $P^2$ alone. The rescaled $E_P$ is an effective parameter of the truncated model, fitted to the band edge, and not a better value of the momentum matrix element.

The numerical output below gives the remaining digits.

## Computed values

```
Inputs: Eg = 0.05 Ha, Delta = 0.01 Ha, m_c = 0.07 m_e
Inputs: E_P = 0.9 Ha, gamma1,2,3 = [8.  3.  3.5], a = 10.0 bohr
Mass factor S = (Eg+2D/3)/(Eg(Eg+D)) = 18.8889 1/Ha
1/m_c = 14.2857; E_P*S = 17.0000 (dimensionless)
Original A = -2.7143, primed gammas = [2.  0.  0.5]
Original L' = 2.0000, M' = 2.0000
Rescaled E_P = 0.75630 Ha = 20.580 eV
Original E_P = 24.490 eV; ratio new/old = 0.8403
E_P from numerical mass matching = 0.75630 Ha
Valence ceiling on E_P = 1.0000 Ha
Rescaled A = 0.0000, primed gammas = [2.958 0.479 0.979]
Rescaled L' = 4.8739, M' = 2.0000
Masses [001] old (m_e): c, hh, lh, so = 0.07000 0.50000 0.07143 0.14286
Masses [001] new (m_e): c, hh, lh, so = 0.07000 0.50000 0.07143 0.13967
Spurious k [001] at E = Eg, Eg/2, 0 (1/bohr): 0.5276 0.5686 0.6045
Estimate of spurious k at Eg/2 = 0.5916 1/bohr
Zone boundary 2 pi/a = 0.6283 1/bohr
E_P 0.1% above rescaled value: A = -0.01429
  spurious k = 5.0303, estimate = 5.0313 1/bohr
Degree in q of secular function: old 3, new 2
Rescaled conduction plateau [001] = 0.20517 Ha
Top band [001]: k (1/bohr), original E (Ha), rescaled E (Ha)
  0.02  0.05267  0.05267
  0.05  0.06302  0.06309
  0.10  0.08317  0.08394
  0.30  0.11884  0.14308
  0.50  0.06462  0.17070
  0.57  0.02410  0.17646
  0.62  -0.01166  0.17980
Valence sign wrong only: E_P = 0.7 Ha, gamma = (8,1,1), A = 1.0635, L' = -2.0000
  gap energies with a real-k state: 25 of 25
Both signs wrong: E_P = 0.9 Ha, gamma = (8,2,2), A = -2.7143, L' = -2.0000
  gap energies with a real-k state: 0 of 25
Well: period 200.0 bohr, half barrier, offsets c 0.01 Ha, v 0.005 Ha
  largest k = 0.3142 1/bohr: in-gap states old 0, new 0
  largest k = 0.9425 1/bohr: in-gap states old 6, new 0
Lowest electron level above Eg, coarse basis: old 0.002571 Ha, new 0.002559 Ha
Lowest electron level above Eg, fine basis: new 0.002555 Ha
```
